# Penalty and Lagrange constraints on moment directions in a mean-field model, part 2

Two magnetic sites are to be held at $\theta=120^\circ$ to each other, by a penalty of weight $\lambda$ or by Lagrange multipliers. At $\lambda=80$ the penalty misses the target by $0.0917^\circ$ and linear mixing needs 1193 iterations to cut the error by $10^8$; the product is 109.

The model is a mean-field chain of $N$ one-orbital sites with hopping $-t$, Stoner parameter $I$ and smearing $kT$. Vectors $m$ ($\mu_B$) and $h$ (eV/$\mu_B$) collect the moments and total fields; $\lambda$ is in eV/$\mu_B^2$. With $\Omega_0(h)=-kT\sum_n\ln(1+e^{-\varepsilon_n/kT})$, $m=-\partial\Omega_0/\partial h$, and the bare susceptibility $\chi_0=\partial m/\partial h$ is positive definite. The energy $E(m)$ obeys

$$\nabla E=h-\tfrac I2m,\qquad A\equiv\nabla\nabla E=\chi_0^{-1}-\tfrac I2 .$$

The columns of $L$ are the unit targets $\mathbf e_i$; the $2N$ orthonormal columns of $U$ are transverse to them. Then $m=Uc+Ll$ and $P=UU^T$. Lagrange mode (energy $E_L$, multipliers $b$, constraining field $B=Ub$) has

$$h=\tfrac I2m+Ub,\qquad U^Tm=0 .$$

Rotating target $i$ by $\boldsymbol\omega_i$ gives the torque

$$\frac{\partial E_L}{\partial\boldsymbol\omega_i}=\mathbf m_i\times\mathbf B_i ,$$

which sums to zero without spin-orbit coupling. Minimizing $E$ over $l$ at given $c$ gives $W(c)$, with Hessian

$$K=A_{UU}-A_{UL}A_{LL}^{-1}A_{LU}.$$

Penalty mode adds $E_p=\lambda|c|^2$, so that

$$h=\tfrac I2m-2\lambda Pm .$$

A minimum needs $A_{LL}>0$ and $2\lambda+K>0$. The angular error obeys $\delta_i\to|b_i|/(2\lambda m_i)$, and

$$E_p=\frac{|b|^2}{4\lambda}-\frac{b^TKb}{4\lambda^2}+O(\lambda^{-3}),$$

$$E+2E_p-E_L=-\tfrac12c^TKc+O(\lambda^{-3}),$$

while $E+E_p-E_L\to-|b|^2/4\lambda$. The field estimate is $b_\lambda=-2\lambda c$, extrapolated as $2b_{2\lambda}-b_\lambda$. The augmented Lagrangian minimizes $W-b_k\cdot c+\lambda|c|^2$ and updates $b_{k+1}=b_k-2\lambda c$.

The dimer example has $N=2$, $t=1$ eV, $I=4$ eV, $kT=0.4$ eV, $m=0.8631\,\mu_B$, $|b_i|=0.2213$ eV/$\mu_B$, $k=b^TKb/|b|^2=0.23253$ and $\lambda\delta\to7.346^\circ$. Rotation about $\hat z$ is an eigenvector of $K$ with eigenvalue $-0.14805$. The second test system is a noncoplanar three-site chain ($I=5$ eV). The Ma–Dudarev penalty is $\lambda'\sum_i(|\mathbf m_i|-\mathbf e_i\cdot\mathbf m_i)$.

## Why linear mixing stiffens

Linear mixing maps $m\to m+\alpha(m_{\rm out}-m)$, with $m_{\rm out}$ the moments in the field $h=(\frac I2-2\lambda P)m$. Near the solution $\delta m_{\rm out}=\chi_0(\frac I2-2\lambda P)\delta m$, so an error is multiplied by $1-\alpha G$ with

$$G=1-\chi_0\left(\tfrac I2-2\lambda P\right)=\chi_0(A+2\lambda P).$$

$G$ is similar to the symmetric matrix $\chi_0^{1/2}(A+2\lambda P)\chi_0^{1/2}$. Its eigenvalues $g$ are real, solve $(A+2\lambda P)v=g\chi_0^{-1}v$, and are all positive exactly when $A+2\lambda P>0$. Block elimination of $l$ turns that into $A_{LL}>0$ and $K+2\lambda>0$, the conditions for a minimum.

The term $2\lambda\chi_0UU^T$ has $2N$ nonzero eigenvalues. For $v=\chi_0Uy$, $\chi_0UU^Tv=\chi_0U(U^T\chi_0U\,y)$, so they are $2\lambda$ times the eigenvalues of $U^T\chi_0U$. The remainder $\chi_0A$ is bounded and, in the symmetric form, shifts each eigenvalue by at most its norm. Thus $g_{\max}=2\lambda\chi_\perp+O(1)$, where $\chi_\perp$ is the largest eigenvalue of the bare transverse susceptibility, not the exchange-enhanced one. For the $N$ eigenvalues that stay finite, put $v=Uc'+Ll'$. The $U$ rows read $2\lambda c'+U^T(A-g\chi_0^{-1})v=0$, so $c'=O(1/\lambda)$. The $L$ rows then become $(L^T\chi_0^{-1}L-\frac I2)l'=g\,L^T\chi_0^{-1}L\,l'$, so $g\to1-I/2\mu_j$ with $\mu_j$ the eigenvalues of $L^T\chi_0^{-1}L$.

Convergence needs $|1-\alpha g|<1$ for all $g$, so $\alpha<\alpha_c=2/g_{\max}$. The best $\alpha$ balances the ends, $1-\alpha g_{\min}=\alpha g_{\max}-1$, giving $\alpha=2/(g_{\min}+g_{\max})$ and rate $\rho=(\kappa-1)/(\kappa+1)$ with $\kappa=g_{\max}/g_{\min}$. Since $\ln(1/\rho)\approx2/\kappa$ for large $\kappa$, a reduction by $\eta$ takes

$$n\approx\tfrac\kappa2\ln\tfrac1\eta\to\frac{\lambda\chi_\perp}{g_{\min}}\ln\tfrac1\eta .$$

| $\lambda$ | $g_{\min}$ | $g_{\max}$ | $\alpha_c$ | $n$ run | $n$ predicted |
|---|---|---|---|---|---|
| 5 | 0.654 | 5.31 | 0.377 | 74 | 74 |
| 20 | 0.656 | 21.50 | 0.0930 | 298 | 302 |
| 80 | 0.657 | 86.30 | 0.0232 | 1193 | 1210 |

The predicted column is $\ln(1/\eta)/\ln(1/\rho)$ with the exact $\rho$; the large-$\kappa$ form gives 75 instead of 74 at $\lambda=5$. Here $\chi_\perp=0.53997\,\mu_B^2$/eV and the soft limits are 0.65682 and 0.89622. At $\lambda=80$, $160\times0.53997=86.40$ against 86.30, and $\kappa=131.42$ gives $65.71\times18.42=1210$. With the predicted counts the product of angle and iterations tends to $7.346\times18.42\times0.53997/0.65682=111$ degrees times iterations, in which $\lambda$ has cancelled. For the random start used here the run counts at $\lambda=20$, 40 and 80 lie about 1% below the predicted ones, a gap that depends on how much of the start lies in the slowest modes. Their products with the angle are 108.9, 109.4 and 109.4, the last being the one in the opening. The spectrum of $G$ is tested against a finite-difference Jacobian of the mixing map at $\lambda=20$, where runs at $0.95\alpha_c$ converge and at $1.05\alpha_c$ diverge.

These rates are local. An error $\delta m$ in the transverse input becomes a field error $2\lambda\,\delta m$, which must be small against $h$ for the linearization to hold; the runs start at $|\delta m|=10^{-2}/(1+2\lambda)$ for that reason.

The case $\lambda=0$ with a fixed added field $Ub$ has $G=1-\frac I2\chi_0$, and $K$ must then be positive by itself. In the dimer $g_{\min}=1-2\times0.53997=-0.0799$, which is the $\hat z$-rotation mode, $0.53997\times(-0.14805)$. At $\alpha=0.5$ it grows by 1.04 per step, and a deviation of $10^{-6}$ ends $2.26\,\mu_B$ away after 1000 steps. The correct field, frozen, does not hold this state.

## Loops without stiff modes

In Lagrange mode the multiplier is found inside each step. For the input potential $\frac I2m$, the function $-\Omega_0(\frac I2m+Ub)$ has gradient $U^Tm_{\rm out}$ and Hessian $U^T\chi_0U>0$ in $b$, so its minimum is unique, satisfies the constraint, and is reached from a nearby start by Newton steps $b\leftarrow b-(U^T\chi_0U)^{-1}U^Tm_{\rm out}$. Convexity does not make full steps converge from any start: at large fields the moments saturate, $\chi_0$ is small and the step can overshoot, so a distant start needs damping or a line search. Linearizing, $\delta m_{\rm out}=\chi_0(\frac I2\delta m+U\delta b)$ with $U^T\delta m_{\rm out}=0$ gives $\delta b=-(U^T\chi_0U)^{-1}U^T\chi_0\frac I2\delta m$ and the Jacobian $\frac I2X$, with

$$X=\chi_0-\chi_0U(U^T\chi_0U)^{-1}U^T\chi_0 .$$

$X$ is symmetric and $U^TX=0$, so $X=LZL^T$. Also $X\chi_0^{-1}L=L$ because $U^TL=0$, so $Z\,L^T\chi_0^{-1}L=1$ and $X=L(L^T\chi_0^{-1}L)^{-1}L^T$. The eigenvalues of $1-\frac I2X$ are therefore 1 on the $2N$ transverse directions and $1-I/2\mu_j$ on the longitudinal ones: the soft spectrum of the penalty loop at $\lambda\to\infty$, with the stiff modes gone. A finite-difference Jacobian confirms this in both systems. With $\alpha=1$ the rate is $1-0.65682=0.343$, and $18.42/\ln(1/0.343)=17$ outer steps, as run. The run starts at $|\delta m|=10^{-2}$ with $b$ at its converged value, and both counts refer to that start. The 43 diagonalizations are 2.5 per step, each with its $U^T\chi_0U$.

The penalty loop can be given the same structure. Multiplying the residual by $(1+2\lambda\chi_0P)^{-1}=(\chi_0^{-1}+2\lambda P)^{-1}\chi_0^{-1}$ replaces $G$ by $(\chi_0^{-1}+2\lambda P)^{-1}(A+2\lambda P)=1-\frac I2(\chi_0^{-1}+2\lambda P)^{-1}$. A full step then multiplies errors by $\frac I2(\chi_0^{-1}+2\lambda P)^{-1}$. At fixed $\chi_0$ its eigenvalues cannot grow with $\lambda$, since the inverted matrix only increases. The identity $(1+CD)^{-1}=1-C(1+DC)^{-1}D$ applied to the factors $2\lambda\chi_0U$ and $U^T$ gives the preconditioner as $1-\chi_0U\,[1/2\lambda+U^T\chi_0U]^{-1}U^T$, which needs only the $2N$ responses $\chi_0U$; multiplying it by $\chi_0$ from the right and letting $\lambda\to\infty$ returns the matrix $X$ of the Lagrange loop. The counts are 18, 17, 17, 17, 18 for $\lambda=5$ to 80, from the same starts $|\delta m|=10^{-2}/(1+2\lambda)$ as the plain runs. A local rate that degrades in proportion to $\lambda$ is thus not intrinsic to the penalty. The preconditioner does not widen the linear window, however: an input error still becomes a field error $2\lambda\,\delta m$, so full steps from a start that does not shrink with $\lambda$ can fail to converge at large $\lambda$. Anderson or Broyden mixing faces only $2N$ outlying eigenvalues in the linear regime and can be expected to absorb them once its history spans those directions; a shorter history should be expected to slow down with $\lambda$ as well. This was not run.

## Settings

**Mode.** Lagrange mode gives $E_L$, $b$ and the torques without extrapolation and is the choice when $U^T\chi_0U$, or a usable approximation for the inner iteration, is affordable. When $K$ has a negative eigenvalue, linear mixing with a frozen field and no penalty leaves the state, so the field has to be updated within the loop or supported by a penalty as in the augmented scheme.

**Penalty weight.** A pilot run gives $b_\lambda$; a target angle $\delta$ in radians then needs $\lambda\approx|b_i|/2m_i\delta$ on the worst site. Here $0.1^\circ$ needs $\lambda\approx7.346/0.1=73$. Sites with small moments or large torques decide. A practical sign of the asymptotic regime is that $\lambda E_p$ and $\lambda\delta_i$ both stop changing on doubling $\lambda$. The leading relative deviation of $\lambda E_p$ is $b^TKb/\lambda|b|^2$, which vanishes wherever $b^TKb=0$, so $\lambda E_p$ alone can flatten before the angles do.

**Mixing.** Linear mixing needs $\alpha<1/\lambda\chi_\perp$ at leading order, $1/(80\times0.53997)=0.0231$ in the example, against the exact $\alpha_c=0.0232$, so $\alpha$ is halved when $\lambda$ is doubled. Raising $\lambda$ in steps from a converged state keeps the start near the linear window.

**Energy.** Report $E+2E_p$ for the quadratic penalty. At $\lambda=5$ it is 0.116 meV from $E_L$, closer than $E+E_p$ at $\lambda=80$ (0.306 meV). The leading errors are $k|b|^2/8\lambda^2$ and $|b|^2/4\lambda$, so this particular ordering needs $|k|/200<1/320$, that is $|k|<0.625$ eV/$\mu_B^2$, which the dimer's $k=0.23$ satisfies. When configurations are compared, the error $-|b|^2/4\lambda$ of $E+E_p$ cancels at leading order only between configurations with the same $|b|$.

**Field.** An error in $c$ is multiplied by $2\lambda$ in $b_\lambda$, so the tolerance on moments scales as $1/\lambda$. Extrapolation from $\lambda=5$ and 10 cost $74+149=223$ iterations and was four times more accurate than $\lambda=80$ at 1193. Augmented updates at a moderate $\lambda>|k_{\min}|$ converge to $b$ itself, and each inner solve has only the stiffness of that $\lambda$.

## Range of validity

The expansions need a smooth $E$, $A_{LL}>0$ and nonzero moments. A level crossing at zero smearing, or a longitudinal instability where $g_{\min}\to0$, invalidates them, and the latter slows the plain, preconditioned and outer Lagrange mixing loops, whose soft eigenvalues are, or tend to, $1-I/2\mu_j$. In a density-functional code the site moment is $\int w_i(\mathbf r)\,\mathbf m(\mathbf r)\,d^3r$ for a chosen weight $w_i$, and the field is $w_i(\mathbf r)\mathbf B_i$. The constraints remain linear in the density, so the same elimination applies, with all unconstrained degrees of freedom, charge included, in the place of $l$. The soft spectrum then contains modes absent from this model, and $b$, $K$ and $\chi_\perp$ depend on $w_i$. Spin-orbit coupling leaves the $1/\lambda$ laws and the single-site torque formula intact, since neither used rotational invariance, but removes the torque sum rule and the rotation eigenvalues of $K$. The prefactors quoted here belong to the dimer.

## Calculated quantities

```
dimer: t = 1.0 eV, I = 4.0 eV, kT = 0.4 eV, theta = 120 deg
Lagrange moment m = 0.863127 muB, E_L = -2.39933551 eV
total field |h| = 1.740385 eV/muB, angle between fields = 105.3874 deg
constraining field per site |b_i| = 0.221331 eV/muB = 3824 T
dE_L/dtheta: finite difference -0.191037, -m|b_i| -0.191037 eV/rad
eigenvalues of K (eV/muB^2): -0.14805 -0.00381 0.23253 0.44415
stiffness along b, bKb/|b|^2 = 0.23253 eV/muB^2
limit lam*Ep = |b|^2/4 = 0.024494 eV^2/muB^2
limit lam*angle = |b_i|/(2m) = 7.3462 deg eV/muB^2
lam(eV/muB^2) angle(deg) lam*angle Ep(meV) lam*Ep(eV^2/muB^2) |b_i|est(eV/muB)
  5 1.43812 7.1906 4.66704 0.023335 0.216033
 10 0.72697 7.2697 2.39189 0.023919 0.218718
 20 0.36541 7.3083 1.21038 0.024208 0.220035
 40 0.18318 7.3273 0.60878 0.024351 0.220685
 80 0.09171 7.3368 0.30528 0.024422 0.221009
lam E-E_L(meV) E+Ep-E_L(meV) E+2Ep-E_L(meV) field err, Richardson err (eV/muB)
  5 -9.45052 -4.78348 -1.164e-01 7.493e-03 1.024e-04
 10 -4.81261 -2.42072 -2.883e-02 3.695e-03 2.738e-05
 20 -2.42793 -1.21755 -7.166e-03 1.834e-03 7.066e-06
 40 -1.21934 -0.61056 -1.786e-03 9.134e-04 1.794e-06
 80 -0.61101 -0.30573 -4.457e-04 4.558e-04 4.520e-07
augmented Lagrangian lam=5, |b_k-b| (eV/muB), k=0..4: 3.13e-01 7.49e-03 1.70e-04 3.87e-06 8.80e-08
  predicted contraction = 0.02272
Ma-Dudarev lam'=320 eV/muB: angle 0.03960 deg (limit 0.03963), Ep 0.13195 meV (limit 0.13213)
eigenvalues of bare U^T chi0 U (muB^2/eV): 0.40914 0.44477 0.50085 0.53997
soft eigenvalues g of the Lagrange loop: 0.65682 0.89622
lam gmin gmax alpha_c kappa iterations(1e-8 reduction): run, predicted, preconditioned
  5 0.6541 5.308 0.37681 8.11 74 74 18
 10 0.6555 10.706 0.18681 16.33 149 150 17
 20 0.6562 21.504 0.09300 32.77 298 302 17
 40 0.6565 43.103 0.04640 65.65 597 605 17
 80 0.6567 86.300 0.02317 131.42 1193 1210 18
Lagrange loop, alpha=1, 1e-8 reduction: 17 outer steps, 43 diagonalizations
frozen field: gmin = -0.07994, drift from 1e-6 after 1000 steps (alpha 0.5) = 2.255 muB
trimer (I = 5 eV): m (muB) 0.92659 0.86060 0.92638 ; |b_i| (eV/muB) 0.16565 0.25232 0.16508
trimer lam=320: 4 lam Ep/|b|^2 = 0.99912
trimer lam=320: 2 lam m angle/|b_i| = 0.99968 0.99952 0.99967
```
